# The Pauli-Lubanski vector on Dirac spinors

## Problem

Use units with $\hbar=c=1$, the metric $g=\mathrm{diag}(1,-1,-1,-1)$, and

$$\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3,\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu],\qquad \epsilon^{0123}=-1 .$$

On four-component wave functions of a free particle of mass $m>0$, momentum and angular momentum act as

$$P_\mu=i\partial_\mu,\qquad J_{\mu\nu}=x_\mu P_\nu-x_\nu P_\mu+\tfrac12\sigma_{\mu\nu},$$

and the Pauli-Lubanski vector is

$$W^\mu=\tfrac12\epsilon^{\mu\nu\rho\sigma}J_{\nu\rho}P_\sigma .$$

(a) Express $W^\mu$ through $\gamma_5$, $\gamma^\mu$ and $P^\mu$, and find its form at rest.

(b) Show that $W^2=W^\mu W_\mu=-\tfrac34m^2$ on shell. Does this need the Dirac equation?

(c) For a constant vector $s^\mu$, find the conditions under which $W\cdot s$ acts as a multiple of $m\gamma_5\slashed s$, and find the factor. Treat both $u$ and $v$ spinors.

(d) For $s^2=-1$, find the eigenvalues of $-W\cdot s/m$ on solutions, and the mean of $W^\mu$ in a spin eigenstate. What happens for spin along the momentum, and for a massless particle?

(e) Evaluate the results for $m=4$ GeV, $\mathbf p=(1,2,2)$ GeV and rest-frame spin along $z$.

## Solution

### (a) The vector as a matrix

The orbital part contributes terms such as $\epsilon^{\mu\nu\rho\sigma}x_\nu P_\rho P_\sigma$. The product $P_\rho P_\sigma$ is symmetric and $\epsilon$ is antisymmetric in $\rho,\sigma$, so these terms vanish. The term with $x_\rho P_\nu P_\sigma$ vanishes in the same way, which leaves

$$W^\mu=\tfrac14\epsilon^{\mu\nu\rho\sigma}\sigma_{\nu\rho}P_\sigma .$$

To remove $\epsilon$, compute one product. The pair $\gamma^2\gamma^3$ commutes with $\gamma^0\gamma^1$, and $(\gamma^0\gamma^1)^2=-(\gamma^0)^2(\gamma^1)^2=1$. Hence

$$\gamma_5\sigma^{01}=(i\gamma^0\gamma^1\gamma^2\gamma^3)(i\gamma^0\gamma^1)=-\gamma^2\gamma^3=i\sigma^{23}.$$

This is the $01$ component of

$$\gamma_5\sigma^{\mu\nu}=-\tfrac i2\epsilon^{\mu\nu\rho\sigma}\sigma_{\rho\sigma},$$

because the right side is then $-i\epsilon^{0123}\sigma_{23}=i\sigma^{23}$. Cyclic permutation of $1,2,3$ changes neither $\gamma_5$ nor $\epsilon$, so the $02$ and $03$ components follow. Multiplying the first result by $\gamma_5$, with $\gamma_5^2=1$, gives $\gamma_5\sigma^{23}=-i\sigma^{01}$. This also agrees, since $\epsilon^{2301}=-1$ and $\sigma_{01}=-\sigma^{01}$. Cyclic permutation supplies the remaining components.

Moving $\sigma$ past two indices gives $\epsilon^{\mu\nu\rho\sigma}=\epsilon^{\mu\sigma\nu\rho}$. The duality relation then reads $\epsilon^{\mu\sigma\nu\rho}\sigma_{\nu\rho}=2i\gamma_5\sigma^{\mu\sigma}$, so

$$W^\mu=\tfrac i2\gamma_5\sigma^{\mu\nu}P_\nu .$$

The Clifford relation $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$ gives $\sigma^{\mu\nu}=i(\gamma^\mu\gamma^\nu-g^{\mu\nu})$. Therefore

$$\boxed{W^\mu=-\tfrac12\gamma_5(\gamma^\mu\slashed P-P^\mu)} \tag{1}$$

Contracting with $P_\mu$ gives $W\cdot P=-\tfrac12\gamma_5(\slashed P\slashed P-P^2)=0$.

Let $\Sigma^1=\sigma^{23}$, and cyclically. From $\sigma^{01}=i\gamma^0\gamma^1$ and the product above, $\gamma_5\gamma^0\gamma^i=\Sigma^i$. The time component of (1) is

$$W^0=-\tfrac12\gamma_5(-\gamma^0\boldsymbol\gamma\cdot\mathbf P)=\tfrac12\boldsymbol\Sigma\cdot\mathbf P .$$

At rest, $P=(m,\mathbf 0)$, this is zero, and

$$W^i=-\tfrac m2\gamma_5\gamma^i\gamma^0=\tfrac m2\gamma_5\gamma^0\gamma^i=\tfrac m2\Sigma^i .$$

So $\mathbf W$ at rest is the mass times the spin. The opposite choice of $\epsilon^{0123}$ would reverse $W^\mu$ but leave $W^2$ unchanged.

### (b) The square

Write $A^\mu=\gamma^\mu\slashed P-P^\mu$. It contains products of two gamma matrices and a multiple of the identity, so it commutes with $\gamma_5$. Thus $W^2=\tfrac14A^\mu A_\mu$, with

$$A^\mu A_\mu=\gamma^\mu\slashed P\gamma_\mu\slashed P-\gamma^\mu\slashed P P_\mu-P^\mu\gamma_\mu\slashed P+P^2 .$$

For the first term,

$$\gamma^\mu\slashed P\gamma_\mu=(2P^\mu-\slashed P\gamma^\mu)\gamma_\mu=2\slashed P-4\slashed P=-2\slashed P .$$

Using $\slashed P\slashed P=P^2$, the four terms are $-2P^2$, $-P^2$, $-P^2$ and $+P^2$. Hence

$$W^2=-\tfrac34P^2\quad\longrightarrow\quad \boxed{W^2=-\tfrac34m^2\ \text{ when }P^2=m^2.} \tag{2}$$

The first equality holds on any four-component function. The second needs the mass shell but not the Dirac equation. The Dirac equation $\slashed P\psi=m\psi$ is sufficient, because acting with $\slashed P$ again gives $P^2\psi=m^2\psi$. In the rest frame $W^2=-m^2\mathbf S^2$ with $\mathbf S=\boldsymbol\Sigma/2$, so the factor $\tfrac34$ is $S(S+1)$ for $S=\tfrac12$.

### (c) The projection on $s$

Contracting (1) with $s_\mu$ gives

$$W\cdot s=-\tfrac12\gamma_5(\slashed s\slashed P-s\cdot P). \tag{3}$$

This is not yet a multiple of $m\gamma_5\slashed s$. Two conditions bring it to that form: $s\cdot P=0$ removes the last term, and $\slashed P\psi=m\psi$ replaces $\slashed P$ by $m$. Then

$$\boxed{W\cdot s\,\psi=-\tfrac m2\gamma_5\slashed s\,\psi} \tag{4}$$

On solutions of the Dirac equation, orthogonality cannot simply be dropped. Take $s=s_\perp+aP$ with $s_\perp\cdot P=0$ and both parts nonzero. Since $W\cdot P=0$, the left side is still $-\tfrac m2\gamma_5\slashed s_\perp\psi$, while $\gamma_5\slashed s\,\psi=\gamma_5\slashed s_\perp\psi+am\gamma_5\psi$. The vectors $\slashed s_\perp\psi$ and $\psi$ are independent, because they belong to the eigenvalues $-m$ and $+m$ of $\slashed P$, so no factor makes the two sides proportional. On solutions, the only exception is $s$ parallel to $P$: then $W\cdot s=0$, and the factor is zero instead of $-\tfrac12$.

For $\psi=u(p)e^{-ip\cdot x}$ with $\slashed p u=mu$, the eigenvalue of $i\partial_\mu$ is $p_\mu$, and (4) applies with $P=p$. For $\psi=v(p)e^{+ip\cdot x}$ the eigenvalue is $-p_\mu$. The spinor obeys $\slashed p v=-mv$, so $\slashed P v=-\slashed p v=mv$, and (4) holds with the same sign. If the label $p$ is inserted for $P$ instead, $W$ changes sign, being linear in $P$, and the factor becomes $+m/2$.

### (d) Spin eigenvalues and mean values

Take a plane wave, $s\cdot P=0$ and $s^2=-1$. By (4), $-W\cdot s/m$ acts on solutions as $\tfrac12\gamma_5\slashed s$. Since $\gamma_5$ anticommutes with $\slashed s$,

$$(\gamma_5\slashed s)^2=-\slashed s\slashed s=-s^2=1 .$$

Since $\slashed s\slashed P=-\slashed P\slashed s$ for orthogonal vectors,

$$\gamma_5\slashed s\slashed P=-\gamma_5\slashed P\slashed s=\slashed P\gamma_5\slashed s .$$

The operator therefore maps solutions to solutions, and its eigenvalues there can be $\pm\tfrac12$. Both occur. The projector on the two-dimensional solution space is $(\slashed P+m)/2m$, and $\mathrm{Tr}[\gamma_5\slashed s(\slashed P+m)]=0$, because a trace of $\gamma_5$ with fewer than four gamma matrices vanishes. The two eigenvalues must then add to zero.

This gives a second view of (2). Choose three vectors $s_i$ with $s_i\cdot s_j=-\delta_{ij}$, all orthogonal to $P$. Since $W\cdot P=0$, we have $W^\mu=-\sum_i(W\cdot s_i)s_i^\mu$, and so $W^2=-\sum_i(W\cdot s_i)^2$. On solutions each square is $m^2/4$, and three of them make $-\tfrac34m^2$.

**Mean value.** Let $\slashed p u=mu$ and $\gamma_5\slashed s u=u$, with $\bar u=u^\dagger\gamma^0$. The adjoint equations are $\bar u\slashed p=m\bar u$ and $\bar u\gamma_5\slashed s=\bar u$; the second follows from

$$\gamma^0(\gamma_5\slashed s)^\dagger\gamma^0=\gamma^0\slashed s^\dagger\gamma_5\gamma^0=-\slashed s\gamma_5=\gamma_5\slashed s .$$

First, $m\bar u\gamma_5u=\bar u\gamma_5\slashed p u=-\bar u\slashed p\gamma_5u=-m\bar u\gamma_5u$, so $\bar u\gamma_5u=0$. Next, insert $\gamma_5\slashed s$ once on the right and once on the left, and average:

$$\bar u\gamma^\mu\gamma_5u=\tfrac12\bar u\left(\gamma^\mu\gamma_5\gamma_5\slashed s+\gamma_5\slashed s\gamma^\mu\gamma_5\right)u=\tfrac12\bar u(\gamma^\mu\slashed s+\slashed s\gamma^\mu)u=s^\mu\,\bar uu .$$

Equation (1) then gives

$$\frac{\bar uW^\mu u}{\bar uu}=-\frac m2\frac{\bar u\gamma_5\gamma^\mu u}{\bar uu}=\frac m2s^\mu . \tag{5}$$

This ratio equals the expectation value formed with the probability density $u^\dagger u$. For two solutions $u,u'$ with the same $p$, $m\,u^\dagger u'=m\,\bar u\gamma^0u'=\tfrac12\bar u(\gamma^0\slashed p+\slashed p\gamma^0)u'=E\,\bar uu'$. The spinor $W^\mu u=-\sum_i s_i^\mu\,(W\cdot s_i)u$ is again a solution, because each $W\cdot s_i$ maps solutions to solutions. The factor $E/m$ therefore cancels, and $u^\dagger W^\mu u/u^\dagger u=\bar uW^\mu u/\bar uu$.

**Spin along the momentum.** For $\mathbf p\neq0$ take $s=(|\mathbf p|,E\hat{\mathbf p})/m$, which satisfies $s\cdot p=0$ and $s^2=-1$. From $W\cdot p=0$ we have $\hat{\mathbf p}\cdot\mathbf W=EW^0/|\mathbf p|$, and hence

$$-\frac{W\cdot s}{m}=-\frac{W^0}{m^2}\left(|\mathbf p|-\frac{E^2}{|\mathbf p|}\right)=\frac{W^0}{|\mathbf p|}=\tfrac12\boldsymbol\Sigma\cdot\hat{\mathbf p}.$$

For this choice of $s$ and $P=p$ the operator is the helicity. For a $v$ wave, where $P=-p$, $W^0$ changes sign and the same operator is $-\tfrac12\boldsymbol\Sigma\cdot\hat{\mathbf p}$.

**Massless particle.** There is no rest frame, and the vector $s$ just used diverges as $m\to0$. Equation (1) remains valid, and with $\slashed P\psi=0$ it becomes $W^\mu\psi=\tfrac12P^\mu\gamma_5\psi$. Now $W^\mu$ is parallel to $P^\mu$ on chirality eigenstates, and $W^2=0$. For $P^0>0$ the time component shows that the helicity equals $\tfrac12\gamma_5$.

### (e) Numbers

The parameters are round model values. The energy is $E=\sqrt{16+9}=5$ GeV, with $|\mathbf p|=3$ GeV. Boosting the rest vector $(0,\mathbf n)$ stretches its component along $\mathbf p$ by $E/m$. Since $(E/m-1)/|\mathbf p|^2=1/[m(E+m)]$,

$$s^0=\frac{\mathbf p\cdot\mathbf n}{m},\qquad \mathbf s=\mathbf n+\frac{\mathbf p\,(\mathbf p\cdot\mathbf n)}{m(E+m)} .$$

With $\mathbf n=\hat{\mathbf z}$, $s^0=2/4=0.5$ and

$$\mathbf s=(0,0,1)+\tfrac{2}{36}(1,2,2)=(0.0556,\,0.1111,\,1.1111).$$

Then $s\cdot p=2.5-2.5=0$ GeV and $s^2=0.25-1.25=-1$.

In the Dirac representation, where $\gamma^0$ is diagonal, boosting the rest spinor $\sqrt{2m}\,(\chi,0)$ gives

$$u=\sqrt{E+m}\begin{pmatrix}\chi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\chi\end{pmatrix},\qquad \chi=\begin{pmatrix}1\\0\end{pmatrix}.$$

Here the boost matrix is $\cosh\frac\eta2+\gamma^0\boldsymbol\gamma\cdot\hat{\mathbf p}\sinh\frac\eta2$ with $\cosh\eta=E/m$, so that $\sqrt{2m}\cosh\frac\eta2=\sqrt{E+m}$ and $\sqrt{2m}\sinh\frac\eta2=|\mathbf p|/\sqrt{E+m}$. Since $\boldsymbol\sigma\cdot\mathbf p\,\chi=(2,1+2i)^T$ GeV, the components are $(3,\,0,\,0.667,\,0.333+0.667i)$ GeV$^{1/2}$. Their squared moduli give $\bar uu=9-1=8$ GeV and $u^\dagger u=9+1=10$ GeV.

The results for the Pauli-Lubanski vector are:

- $W^2=-\tfrac34\cdot16=-12$ GeV$^2$, the same on all four spinor components.
- The factor multiplying $\gamma_5\slashed s$ is $-2$ GeV on $u$. On the charge-conjugate spinor $v=i\gamma^2u^*$ it is $-2$ GeV with $P=-p$, and $+2$ GeV if the label $p$ is kept.
- The eigenvalues of $-W\cdot s/m$ on the positive-energy solutions are $\pm0.5$.
- The mean vector is $\tfrac m2s^\mu=(1.000,\,0.111,\,0.222,\,2.222)$ GeV.
- The eigenvalues of $W^0$ are $\pm1.5$ GeV; divided by $|\mathbf p|=3$ GeV they give helicities $\pm\tfrac12$.

The square of the mean vector is $(m^2/4)s^2=-4$ GeV$^2$, not $-12$ GeV$^2$. In a state of definite spin along $s$, the two other spin directions have zero mean, but their squares still contribute $-4$ GeV$^2$ each.

The case $s=p$ shows how (4) fails without orthogonality. The left side $W\cdot p\,u$ is zero. The vector $\gamma_5\slashed p u$ has norm $m\sqrt{u^\dagger u}=4\sqrt{10}=12.65$ GeV$^{3/2}$, so the right side $-\tfrac m2\gamma_5\slashed p u$ has norm $2\times12.65=25.3$ GeV$^{5/2}$. The numerical output lists the norms of $W\cdot p\,u$ and of $\gamma_5\slashed p u$.

## Computed results

```
mass m [GeV]: 4.000000
momentum p [GeV]: 1.000000, 2.000000, 2.000000
energy E [GeV]: 5.000000
|p| [GeV]: 3.000000
rapidity [1]: 0.693147
rest spin axis n [1]: 0.000000, 0.000000, 1.000000
spin vector s^mu [1]: 0.500000, 0.055556, 0.111111, 1.111111
s.s [1]: -1.000000
s.p [GeV]: 0.000000
u, real parts [GeV^(1/2)]: 3.000000, 0.000000, 0.666667, 0.333333
u, imaginary parts [GeV^(1/2)]: 0.000000, 0.000000, 0.000000, 0.666667
ubar u [GeV]: 8.000000
u^dagger u [GeV]: 10.000000
diagonal of W^2 [GeV^2]: -12.000000, -12.000000, -12.000000, -12.000000
W^2/m^2 [1]: -0.750000
eigenvalues of -W.s/m, E > 0 [1]: -0.500000, 0.500000
coefficient of gamma5 sslash
  on u, P = p [GeV]: -2.000000
  on v, label p kept [GeV]: 2.000000
  on v, P = -p [GeV]: -2.000000
mean W^mu in state u [GeV]: 1.000000, 0.111111, 0.222222, 2.222222
eigenvalues of W^0 [GeV]: -1.500000, -1.500000, 1.500000, 1.500000
norm of W.p u [GeV^(5/2)]: 0.000000
norm of gamma5 pslash u [GeV^(3/2)]: 12.649111
```
